# Mixed potential and electroless plating rate from two Tafel laws, part 1

(Sections cited here and not found follow in the second part.)

## First half: one potential and one rate from two reactions

Q: You say that a metal can plate from solution with no power supply, and that you can calculate how fast. Nothing drives a current through the piece. Where do the electrons come from?

A: From a reductant dissolved in the same bath. Two reactions run side by side on the same surface:

\[
R \rightarrow O + n_a e^- , \qquad M^{z+} + z e^- \rightarrow M .
\]

The first is anodic: the reductant \(R\) becomes \(O\) and leaves \(n_a\) electrons in the metal. The second is cathodic: a metal ion takes \(z\) electrons out and joins the film. The piece carries the electrons from one place to the other.

Q: Then fix your units and signs before you write any rates.

A: In the algebra I use atomic units, so the elementary charge is \(e=1\). The electrode potential \(E\) is measured on one common scale for both reactions. A higher \(E\) means a more positive metal, in which an electron has lower energy. For numbers I quote \(eE\) in eV, lengths in angstrom and times in seconds. The equations contain energies only in ratios or as potentials, so they keep their form in these units.

Each reaction has a partial current density, counted in electrons per area and time. I take \(j_a\) positive when the reductant is oxidized and \(j_c\) positive when metal is deposited. With this choice the net flow of electrons into the metal is \(j_a-j_c\).

Q: What forces the two currents to be equal? They are different reactions and have no reason to run at the same speed.

A: The metal is isolated, so any mismatch charges it. Let \(C\) be the capacitance per area of the interface, taken as constant. Electrons are negative, so the anodic reaction lowers the surface charge and the cathodic reaction raises it:

\[
C\frac{dE}{dt}=j_c-j_a .
\]

If oxidation is too fast, electrons pile up and \(E\) falls. That slows oxidation and speeds deposition. The drift stops when

\[
j_a(E_m)=j_c(E_m)\equiv j_m .
\]

The potential \(E_m\) at which this happens is the mixed potential. It is a steady state and not an equilibrium: both reactions have a net rate there, and reductant is being consumed.

Q: You assume there is such a potential. There might be none, or several.

A: That can be settled from the rate laws with their reverse reactions included. Let \(E_a\) be the equilibrium potential of the reductant couple and \(E_c\) that of the metal couple. At \(E_a\) oxidation of \(R\) and reduction of \(O\) balance, each with the rate \(j_{a0}\). This is the exchange current density of the anodic reaction. The metal couple has \(j_{c0}\) in the same sense.

Away from equilibrium the two directions change with potential. Suppose that the activation free energy of oxidation falls linearly, by \(\alpha_a(E-E_a)\), where \(\alpha_a\) is a constant called the apparent transfer coefficient. The forward rate is then \(j_{a0}\exp[\alpha_a(E-E_a)/kT]\), with \(k\) the Boltzmann constant and \(T\) the temperature.

The reverse rate is not free. Moving \(n_a\) electrons into a metal whose potential is higher by \(E-E_a\) lowers the reaction free energy by \(n_a(E-E_a)\). I assume that the slow step occurs once per overall reaction. The ratio of forward to reverse rates is then \(\exp[n_a(E-E_a)/kT]\). Dividing the forward rate by this ratio gives the reverse rate, and so

\[
j_a=j_{a0}\left[e^{\alpha_a(E-E_a)/kT}-e^{-(n_a-\alpha_a)(E-E_a)/kT}\right].
\]

For the metal couple a higher potential hinders the forward direction, so the signs change:

\[
j_c=j_{c0}\left[e^{-\alpha_c(E-E_c)/kT}-e^{(z-\alpha_c)(E-E_c)/kT}\right].
\]

I take \(0<\alpha_a<n_a\) and \(0<\alpha_c<z\). Then both terms of \(j_a\) make it rise with \(E\), and both terms of \(j_c\) make it fall. The difference \(j_a-j_c\) is therefore continuous and strictly increasing.

Now let \(E_a<E_c\). At \(E=E_a\) we have \(j_a=0\) and \(j_c>0\), so the difference is negative. At \(E=E_c\) we have \(j_c=0\) and \(j_a>0\), so it is positive. There is one zero, and it lies between \(E_a\) and \(E_c\). Below it \(dE/dt>0\) and above it \(dE/dt<0\), so the potential moves towards it from either side.

Q: And if \(E_a\) lies above \(E_c\)?

A: The zero then lies between \(E_c\) and \(E_a\), where both \(j_a\) and \(j_c\) are negative. The metal dissolves and \(O\) is reduced. So plating requires

\[
\Delta\equiv E_c-E_a>0 .
\]

This is a thermodynamic condition. It says that the reductant is able to reduce the metal ion, but not how fast.

Q: Your full rate laws have four exponentials. I do not see a closed formula coming out of them.

A: In general I have none to offer. But at a potential well above \(E_a\) the reverse anodic term is small, and well below \(E_c\) the reverse cathodic term is small. If both hold at the mixed potential, each law reduces to one exponential, which is a Tafel law:

\[
j_a=j_{a0}\,e^{(E-E_a)/b_a},\qquad
j_c=j_{c0}\,e^{-(E-E_c)/b_c},
\]

\[
b_a=\frac{kT}{\alpha_a},\qquad b_c=\frac{kT}{\alpha_c}.
\]

Each \(b\) is the change of potential that multiplies its current by \(e^1\). A small \(b\) means a reaction that responds strongly to potential. I shall use these laws now and return to the condition when we know where \(E_m\) lies.

Q: You also write each law as if the other reaction were absent. Is that innocent?

A: It is a real assumption, and it is what "independent" means here. The metal ions must not change the kinetics of the reductant, and the reductant must not change those of the metal ions. Adsorbed species that block sites, or an intermediate shared by both reactions, would break it. Then an exchange current measured in a bath with one reactant need not apply in the complete bath.

There are further assumptions. Both reactions use the same area, the potential is uniform over it, and the solution supplies reactants fast enough to keep their surface concentrations fixed. No third reaction takes or gives electrons.

Q: Granted. Solve for the mixed potential, and show me the signs.

A: Set the two Tafel currents equal and take the logarithm of both sides:

\[
\ln j_{a0}+\frac{E_m-E_a}{b_a}
=\ln j_{c0}-\frac{E_m-E_c}{b_c}.
\]

Bring the terms with \(E_m\) to the left and all others to the right:

\[
E_m\left(\frac1{b_a}+\frac1{b_c}\right)
=\frac{E_a}{b_a}+\frac{E_c}{b_c}+\ln\frac{j_{c0}}{j_{a0}} .
\]

The bracket is \((b_a+b_c)/(b_ab_c)\). Multiplying by its inverse gives

\[
E_m=\frac{b_cE_a+b_aE_c}{b_a+b_c}
+\frac{b_ab_c}{b_a+b_c}\ln\frac{j_{c0}}{j_{a0}} .
\]

It is convenient to define

\[
w_a=\frac{b_a}{b_a+b_c},\qquad
w_c=\frac{b_c}{b_a+b_c},\qquad
B=\frac{b_ab_c}{b_a+b_c},
\]

so that \(w_a+w_c=1\) and \(1/B=1/b_a+1/b_c\). The result becomes

\[
E_m=w_cE_a+w_aE_c+B\ln\frac{j_{c0}}{j_{a0}} .
\]

Q: The weights look crossed. Why does \(E_a\) carry \(w_c\)?

A: Because the reaction with the smaller \(b\) holds the potential more firmly. If \(b_a\) is small, a slight rise above \(E_a\) already produces a large anodic current, so the potential cannot go far from \(E_a\). The weight of \(E_a\) must then be large, and \(w_c=b_c/(b_a+b_c)\) does grow when \(b_a\) shrinks.

The weights also pass a check on the choice of scale. If the zero of potential is moved, \(E_a\) and \(E_c\) change by the same constant. Since \(w_a+w_c=1\), \(E_m\) changes by that constant too, as a potential should.

The logarithm has the sign one expects. A more active metal couple takes electrons out faster and leaves the metal more positive.

Q: That is a potential. I asked for a rate.

A: Put the two Tafel laws in the form

\[
b_a\ln\frac{j_m}{j_{a0}}=E_m-E_a,\qquad
b_c\ln\frac{j_m}{j_{c0}}=E_c-E_m ,
\]

and add them. The unknown \(E_m\) cancels:

\[
(b_a+b_c)\ln j_m-b_a\ln j_{a0}-b_c\ln j_{c0}=E_c-E_a=\Delta .
\]

Move the two known logarithms to the right and divide by \(b_a+b_c\):

\[
\ln j_m=w_a\ln j_{a0}+w_c\ln j_{c0}+\frac{\Delta}{b_a+b_c}.
\]

Exponentiating,

\[
j_m=j_{a0}^{\,w_a}\,j_{c0}^{\,w_c}\,
\exp\!\left(\frac{\Delta}{b_a+b_c}\right).
\]

The first two factors are a weighted geometric mean of the exchange currents. It has the dimension of a current density because the exponents add to one. The last factor is the gain from the potential difference \(\Delta\), which the two reactions share.

One atom is deposited for every \(z\) electrons. If each atom adds a volume \(\Omega\) to the film, the thickness grows at the speed

\[
v=\frac{\Omega j_m}{z}.
\]

The number \(n_a\) does not appear in this last step, since the currents are already counted in electrons.

Q: Give me a case with numbers. I want to see the size of each term.

A: I take round model parameters, which stand for no particular bath. The temperature is 330 K, so \(kT=0.028437\) eV. The equilibrium potentials are \(E_a=-0.60\) eV and \(E_c=0\), and both reactions transfer two electrons. With \(\alpha_a=0.5\) and \(\alpha_c=0.8\),

\[
b_a=\frac{0.028437}{0.5}=0.05687\ \text{eV},\qquad
b_c=\frac{0.028437}{0.8}=0.03555\ \text{eV}.
\]

These give \(w_a=0.61538\), \(w_c=0.38462\) and \(B=0.021875\) eV. Let the exchange currents be \(j_{a0}=10^{-3}\) and \(j_{c0}=10^{-2}\) electrons per Å\(^2\) per second. Their ratio is 10, with logarithm 2.30259. Then

\[
E_m=0.38462(-0.60)+0+0.021875(2.30259)
\]
\[
\phantom{E_m}=-0.23077+0.05037=-0.1804\ \text{eV}.
\]

The mixed potential is thus \(-0.1804\) V on the chosen scale. For the current,

\[
\ln j_m=0.61538(-6.9078)+0.38462(-4.6052)+6.4920=0.4699,
\]

so \(j_m=1.600\) electrons per Å\(^2\) per second. With \(\Omega=12\) Å\(^3\) and \(z=2\),

\[
v=\frac{12\times1.600}{2}=9.60\ \text{Å/s},
\]

or 3.46 micrometres per hour.

Q: Check it against the laws you started from, not against your own rearrangement.

A: At this potential the anodic reaction is driven by \(E_m-E_a=0.4196\) eV and the cathodic one by \(E_c-E_m=0.1804\) eV. The separate Tafel laws give

\[
10^{-3}e^{0.4196/0.056874}=1.60,\qquad
10^{-2}e^{0.1804/0.035546}=1.60 .
\]

They agree. A numerical solution of the full laws, reverse terms included, gives the same \(E_m\) and \(j_m\) to the five decimals printed in the numerical output.

Q: The steady state may take an hour to form. Then your rate would describe nothing.

A: The charge balance gives the time. Write \(E=E_m+\delta\) with \(\delta\) small. In the Tafel regime \(dj_a/dE=j_m/b_a\) and \(dj_c/dE=-j_m/b_c\) at \(E_m\). To first order in \(\delta\),

\[
C\frac{d\delta}{dt}
=-\left(\frac{j_m}{b_c}+\frac{j_m}{b_a}\right)\delta
=-\frac{j_m}{B}\,\delta .
\]

The offset therefore decays as \(e^{-t/\tau}\) with

\[
\tau=\frac{CB}{j_m}.
\]

For a model capacitance of 0.01 electrons per eV per Å\(^2\),

\[
\tau=\frac{0.01\times0.021875}{1.600}=1.37\times10^{-4}\ \text{s}.
\]

In that time the film grows by about 0.0013 Å, far less than an atomic layer. Integrating the full charge balance from a small offset leaves a fraction 0.3680 after \(\tau\), against \(1/e=0.3679\). So in this example the potential follows slow changes of the surface almost at once. Since \(\tau\propto1/j_m\), slower kinetics lengthen it: with both exchange currents \(10^6\) times smaller it is 137 s. In the Tafel regime the growth during \(\tau\) is \(\Omega CB/z\) and does not depend on the exchange currents. The time needed for a fresh surface to become catalytic is another matter, and it is not contained in \(\tau\).

Q: Does any of this carry over to displacement deposition, where the substrate itself dissolves to supply the electrons?

A: The charge balance does, but the areas need care. Let the anodic reaction occupy an area \(S_a\) and deposition an area \(S_c\), still at one potential. Now the total currents balance, \(S_aj_a=S_cj_c\). This is the earlier problem with \(j_{a0}\) replaced by \(S_aj_{a0}\) and \(j_{c0}\) by \(S_cj_{c0}\). The common total current is

\[
I=(S_aj_{a0})^{w_a}(S_cj_{c0})^{w_c}e^{\Delta/(b_a+b_c)} .
\]

Divide by \(S_c\) and use \(w_c-1=-w_a\):

\[
j_c=\frac{I}{S_c}=\left(\frac{S_a}{S_c}\right)^{w_a}
j_{a0}^{\,w_a}j_{c0}^{\,w_c}e^{\Delta/(b_a+b_c)} .
\]

As the deposit covers the substrate, \(S_a/S_c\) falls, and with it the deposition rate per area \(j_c\). The total current \(I\) behaves differently: at fixed \(S_a+S_c\) it first rises and is largest when the covered fraction is \(w_c\). The exponent \(w_a\) holds only while both reverse terms are small. Near full coverage the potential approaches \(E_c\) and \(j_c\) becomes proportional to \(S_a/S_c\). In electroless plating the reductant reacts on the deposit itself, so the film can keep growing with \(S_a=S_c\). I return to that case.

## Second half: what the exchange currents control, and where the Tafel result fails

The symbols carried over are these. The reductant couple has equilibrium potential \(E_a\), exchange current density \(j_{a0}\) and Tafel parameter \(b_a=kT/\alpha_a\). The metal couple has \(E_c\), \(j_{c0}\) and \(b_c=kT/\alpha_c\). Their reactions transfer \(n_a\) and \(z\) electrons, and \(\Delta=E_c-E_a>0\). With \(w_a=b_a/(b_a+b_c)\), \(w_c=1-w_a\) and \(B=b_ab_c/(b_a+b_c)\), the Tafel laws give

\[
E_m=w_cE_a+w_aE_c+B\ln\frac{j_{c0}}{j_{a0}},
\]
\[
j_m=j_{a0}^{\,w_a}j_{c0}^{\,w_c}e^{\Delta/(b_a+b_c)},\qquad
v=\frac{\Omega j_m}{z}.
\]

In the worked example \(E_m=-0.1804\) eV, \(j_m=1.600\) electrons per Å\(^2\) per second and \(v=9.60\) Å/s.

Q: Suppose I improve the surface so that the metal reaction has ten times its exchange current. I expect ten times the plating rate.

A: You will get less, because the potential moves. Keep \(E_a\), \(E_c\), the two \(b\) values and \(j_{a0}\) fixed, and differentiate:

\[
\frac{\partial E_m}{\partial\ln j_{c0}}=B,\qquad
\frac{\partial\ln j_m}{\partial\ln j_{c0}}=w_c .
\]

The second result can be traced through the cathodic law, \(\ln j_c=\ln j_{c0}-(E-E_c)/b_c\). The direct effect of \(\ln j_{c0}\) is \(+1\). The rise of the potential takes away \(B/b_c=b_a/(b_a+b_c)=w_a\). What remains is \(1-w_a=w_c\).

The anodic law must agree, and it does. Its exchange current has not changed, so its current grows only through the potential, by \(B/b_a=w_c\).

In the example the rate rises by the factor \(10^{0.38462}=2.42\), from 9.60 to 23.3 Å/s. The potential rises by \(0.021875\times2.30259=0.0504\) eV, to \(-0.1300\) eV.

Two independent reactions on an isolated metal fix one mixed potential and one plating rate, and in the Tafel regime a tenfold rise of the metal couple's exchange current raises the rate in the example only 2.42 times. It remains to vary the reductant's exchange current, to find where the Tafel result fails, and to treat a change of metal-ion concentration.
